# Reverse diffusion current of a finite base with back-surface recombination

## Definitions and conventions

A p–n junction is held in the dark under a reverse voltage $V_R>0$. Its p-type side, the base, has uniform acceptor density $N_A$. The coordinate $x$ points from the junction into the base: $x=0$ is the edge of the depletion region and $x=W$ is the back surface. Thus $W$ is the width of the neutral part of the base, not the whole thickness of the p-type layer.

The minority carriers are electrons, with density $n(x)$, diffusivity $D$ and lifetime $\tau$. For nondegenerate carriers, the equilibrium density and diffusion length are

$$n_0=\frac{n_i^2}{N_A},\qquad L=\sqrt{D\tau}, \tag{1}$$

where $n_i$ is the intrinsic density. The back surface is described by a recombination velocity $S$, defined in (6). Two dimensionless numbers compare thickness and surface activity with diffusion:

$$w=\frac{W}{L},\qquad s=\frac{SL}{D}. \tag{2}$$

Electric current density is positive along $+x$, from the n side into the p side, which is the direction of reverse current. The quantity sought, $J_R$, is the part carried by electrons that diffuse out of the base. The diffusion current of the n side, generation in the depletion region, tunnelling and avalanche multiplication are separate contributions and are not included in it.

## The equation for the minority density

Let $U$ be the net recombination rate per unit volume. For traps at midgap with equal electron and hole lifetimes,

$$U=\frac{np-n_i^2}{\tau\,(n+p+2n_i)} . \tag{3}$$

In the neutral base the hole density follows the electron density, $p=N_A+n-n_0$. Since $n_i^2=n_0N_A$, the numerator becomes

$$n(N_A+n-n_0)-n_0N_A=(n-n_0)(N_A+n),$$

and therefore

$$U=\frac{n-n_0}{\tau}\;\frac{N_A+n}{N_A+2n-n_0+2n_i}.$$

Under reverse bias $0\le n\le n_0$. When $n_i\ll N_A$, also $n_0\ll n_i$, and the last fraction differs from one by about $2n_i/N_A$. The rate is then linear, $U=(n-n_0)/\tau$. It is negative when $n<n_0$: the base generates carriers.

The electron particle flux is $-D\,dn/dx$. Drift is neglected because a field that carries a hole current through the large density $N_A$ carries an electron current smaller by a factor of order $n_0/N_A$ or less, for comparable mobilities. This is negligible beside $J_R$ as long as the hole current, which includes the contributions left out of $J_R$, is much smaller than $J_RN_A/n_0$. In the example below $N_A/n_0=10^{12}$. In steady state the flux loses $U$ per unit length, so $d(-D\,dn/dx)/dx=-U$, or

$$D\,\frac{d^2n}{dx^2}=\frac{n-n_0}{\tau}. \tag{4}$$

Electrons have charge $-q$, so their electric current density is $-q(-D\,dn/dx)=+qD\,dn/dx$. Evaluated at the depletion edge, it gives

$$J_R=qD\left.\frac{dn}{dx}\right|_{x=0}. \tag{5}$$

The density rises from the depleted edge into the base, so this is positive. Electrons move toward $-x$, and the electric current points toward $+x$.

## Boundary conditions

At the back, the electron flux into the surface equals the net surface recombination rate per unit area:

$$-D\left.\frac{dn}{dx}\right|_{W}=S\,[n(W)-n_0]. \tag{6}$$

For $n(W)<n_0$ the right side is negative. Electrons then leave the surface and enter the base. A surface that recombines excess carriers under illumination or forward bias is therefore a source of dark current under reverse bias. A constant $S$ describes a surface near flat band. If surface charge depletes or inverts the surface, the effective $S$ depends on $n(W)$ and can differ by orders of magnitude from the value measured under illumination.

At the depletion edge, the usual junction condition is $np=n_i^2\exp(-qV_R/kT)$, where $k$ is Boltzmann's constant and $T$ the temperature. With $p=N_A$ it becomes

$$n(0)=n_0\,e^{-qV_R/kT}. \tag{7}$$

This assumes that the depletion region can remove the arriving electrons without a noticeable density building up at its edge. That assumption is examined below.

## Solution

Let $N=n-n_0$ and $y=(W-x)/L$. Because $n_0$ is constant and $D\tau=L^2$, equation (4) becomes $d^2N/dy^2=N$, with general solution

$$N=A\cosh y+B\sinh y .$$

Measuring $y$ from the back makes condition (6) simple. Since $dy/dx=-1/L$,

$$\frac{dN}{dx}=-\frac1L\,(A\sinh y+B\cosh y).$$

At the back $y=0$, so $N=A$ and $dN/dx=-B/L$. Condition (6) gives $DB/L=SA$, hence $B=sA$. At the depletion edge $y=w$, so $N(0)=A(\cosh w+s\sinh w)$. Eliminating $A$,

$$n(x)-n_0=[n(0)-n_0]\;\frac{\cosh\frac{W-x}{L}+s\sinh\frac{W-x}{L}}{\cosh w+s\sinh w}. \tag{8}$$

The derivative at the depletion edge is

$$\left.\frac{dn}{dx}\right|_0=\frac{n_0-n(0)}{L}\;\frac{\sinh w+s\cosh w}{\cosh w+s\sinh w},$$

where the minus sign from $dy/dx$ has reversed the density difference. From (7), $n_0-n(0)=n_0(1-e^{-qV_R/kT})$. Inserting this in (5) and dividing numerator and denominator by $\cosh w$ gives

$$J_R=J_0\left(1-e^{-qV_R/kT}\right),\qquad J_0=\frac{qDn_0}{L}\,F, \tag{9}$$

$$F=\frac{s+\tanh w}{1+s\tanh w}. \tag{10}$$

For $V_R\gg kT/q$ the bracket in (9) tends to one and $J_R$ tends to $J_0$. A slow bias dependence can remain, because the depletion region widens with $V_R$ and reduces $W$. Its sign follows from (14). It is not small when the change in depletion width is a noticeable fraction of $W$.

## Where the current is generated

Integrating (4) from $0$ to $W$ gives

$$D\,n'(W)-D\,n'(0)=-\int_0^W\frac{n_0-n}{\tau}\,dx .$$

By (6), $D\,n'(W)=S[n_0-n(W)]$. Multiplying by $q$ and rearranging,

$$J_R=q\int_0^W\frac{n_0-n}{\tau}\,dx+qS\,[n_0-n(W)]. \tag{11}$$

The collected current is the total generation in the volume and at the back surface. At saturation $n(0)=0$, and (8) gives the two parts:

$$J_{\rm surf}=\frac{qn_0S}{\cosh w+s\sinh w},\qquad
J_{\rm bulk}=\frac{qn_0L}{\tau}\,\frac{\sinh w+s(\cosh w-1)}{\cosh w+s\sinh w}. \tag{12}$$

The bulk numerator is $\int_0^w(\cosh y+s\sinh y)\,dy$, and its factor $L$ comes from $dx=-L\,dy$. To check the sum, use $L/\tau=D/L$ and $S=sD/L$. The terms $+s$ and $-s$ cancel, leaving $(qn_0D/L)(\sinh w+s\cosh w)/(\cosh w+s\sinh w)$, which is $J_0$.

## The long-base limit

Let $\varepsilon=e^{-2w}$, so that $\tanh w=(1-\varepsilon)/(1+\varepsilon)$. Multiplying the numerator and denominator of (10) by $1+\varepsilon$,

$$F=\frac{(s+1)+(s-1)\varepsilon}{(s+1)-(s-1)\varepsilon}.$$

With $r=(s-1)/(s+1)$ this is $F=(1+r\varepsilon)/(1-r\varepsilon)$, and

$$F-1=\frac{2r\,e^{-2W/L}}{1-r\,e^{-2W/L}}. \tag{13}$$

Since $s\ge0$, $r$ lies between $-1$ and $1$, the upper end being the ohmic limit. The correction therefore vanishes for every $S$ as $W/L\to\infty$, and

$$J_0\to\frac{qDn_0}{L}=\frac{qn_0L}{\tau}.$$

The second form is the current produced by generation at the full rate $n_0/\tau$ over one diffusion length. The exponent contains $2W$: the depletion of carriers caused by the junction decays on its way to the back, and the surface's response decays again on its way to the junction.

The sign of the correction is that of $s-1$. Differentiating (10) with respect to $w$ gives

$$\frac{dF}{dw}=\frac{(1-s^2)\,\mathrm{sech}^2w}{(1+s\tanh w)^2}. \tag{14}$$

Thinning the base raises the current if $S>D/L$ and lowers it if $S<D/L$. At $S=D/L$, (10) gives $F=1$ at any thickness: the surface then supplies the same current as the material it replaces.

## The ohmic-contact limit

An ideal ohmic contact holds the minority density at equilibrium. This is the limit $S\to\infty$ of (6): with a finite flux, $n(W)-n_0$ must vanish. Dividing the numerator and denominator of (10) by $s$ before taking the limit,

$$F=\frac{1+s^{-1}\tanh w}{s^{-1}+\tanh w}\;\to\;\coth w,\qquad
J_0\to\frac{qDn_0}{L}\coth\frac WL. \tag{15}$$

For $W\ll L$, $\coth w\approx1/w$ and $J_0\approx qDn_0/W$. The lifetime has dropped out: the contact supplies the electrons, and diffusion down a nearly linear profile limits the current.

A real contact has finite $S$. Its fractional shortfall from the ohmic value is

$$1-F\tanh w=\frac{1+s\tanh w-s\tanh w-\tanh^2w}{1+s\tanh w}
=\frac{\mathrm{sech}^2w}{1+s\tanh w}. \tag{16}$$

In a thin base $s\tanh w\approx SW/D$, so the shortfall is about $1/(1+SW/D)$. The ohmic formula then requires $S\gg D/W$. The condition $S\gg D/L$ is weaker and does not suffice. In a long base the factor $\mathrm{sech}^2w$ makes the shortfall small for any $S$, in agreement with (13).

## The reflecting and thin-base limits

For $S=0$, (10) gives $F=\tanh w$. If the base is also thin, $J_0\approx qn_0W/\tau$, which is generation at the full rate $n_0/\tau$ throughout a volume almost emptied of minority electrons. The holes remain, so this rate differs from that of a depletion region, used in (20). For a thin base with any $S$, replacing $\tanh w$ by $w$ in (10) and using $D/L^2=1/\tau$ gives

$$J_0\approx qn_0\,\frac{S+W/\tau}{1+SW/D}. \tag{17}$$

The numerator adds the surface and bulk generation that would occur if the base were emptied of minority electrons throughout. The denominator lowers this sum, because diffusion needs a density gradient to carry electrons from the back to the junction, and the density that remains in the base reduces the generation. Only the total is approximated in this way; the separate surface and bulk parts are those of (12).

The error can be bounded. Let $f(u)=(s+u)/(1+su)$ and $t=\tanh w$. Then

$$\left|\frac{d\ln f}{du}\right|=\frac{|1-s^2|}{(s+u)(1+su)}\le\frac1u ,$$

because $(s+u)(1+su)=s(1+u^2)+u(1+s^2)\ge u|1-s^2|$. Integration from $t$ to $w$ shows that $f(w)/f(t)$ lies between $t/w$ and $w/t$. The relative error of (17) is thus at most $w/t-1=w\coth w-1$. This is no larger than $w^2/3$, since in the power series of $(1+w^2/3)\sinh w-w\cosh w$ the coefficient of $w^{2k+1}$ is $2k(2k-2)/[3(2k+1)!]$, which is nonnegative for every integer $k\ge0$.

## When the depletion edge is not a perfect sink

Equation (9) can be written as a velocity times a density difference:

$$J_R=q\,v_d\,[n_0-n(0)],\qquad v_d=\frac{D}{L}F. \tag{18}$$

Suppose that at large reverse bias electrons leave the edge at a finite velocity $v$, so that $J_R=qv\,n(0)$ replaces (7). Equating the two expressions gives $n(0)=n_0v_d/(v+v_d)$, and

$$J_R=\frac{qn_0}{1/v_d+1/v}. \tag{19}$$

The saturated current is reduced by the fraction $v_d/(v+v_d)$, so (9) requires $v_d\ll v$. With a thin ohmic base $v_d\approx D/W$, and the growth of the current as $1/W$ must fail when $W$ approaches $D/v$.

## Worked example

Take an unnamed model semiconductor at $300\ \mathrm K$ with $n_i=10^{10}\ \mathrm{cm^{-3}}$, $N_A=10^{16}\ \mathrm{cm^{-3}}$, $D=25\ \mathrm{cm^2/s}$, $\tau=4\ \mathrm{\mu s}$, $W=20\ \mathrm{\mu m}$ and $S=10^4\ \mathrm{cm/s}$. Equation (1) gives $n_0=10^4\ \mathrm{cm^{-3}}$ and $L=100\ \mathrm{\mu m}$. With $D/L=2500\ \mathrm{cm/s}$,

$$w=\frac{20}{100}=0.2,\qquad s=\frac{10^4}{2500}=4,$$

$$F=\frac{4+0.19738}{1+4(0.19738)}=2.346 .$$

The long-base current is $qn_0D/L=4.005\ \mathrm{pA/cm^2}$. Hence

$$J_0=2.3456\times4.0054\ \mathrm{pA/cm^2}=9.395\ \mathrm{pA/cm^2},$$

or $93.95\ \mathrm{nA/m^2}$. At $V_R=0.10\ \mathrm V$, with $kT/q=25.85\ \mathrm{mV}$, the bracket in (9) is $0.979$ and $J_R=9.20\ \mathrm{pA/cm^2}$.

By (12), the surface supplies $8.777\ \mathrm{pA/cm^2}$ and the bulk $0.618\ \mathrm{pA/cm^2}$. The surface share is 93%. The density at the back is $0.452\,n_0$, far from the value $n_0$ that an ohmic contact would impose. Although $S$ is four times $D/L$, it is below $D/W=12\,500\ \mathrm{cm/s}$. The current accordingly falls 54% short of the ohmic value, $20.29\ \mathrm{pA/cm^2}$. By (16), reducing the shortfall to 1% at this thickness takes $S=1.2\times10^6\ \mathrm{cm/s}$.

The thin-base formula (17) gives $9.346\ \mathrm{pA/cm^2}$, about 0.5% below the full result; the bound $w^2/3$ is 1.3%. For the long-base formula to hold within 1%, (13) requires $W=240\ \mathrm{\mu m}$ at the given $S$ and $265\ \mathrm{\mu m}$ with an ohmic back. The table gives $J_0$ in $\mathrm{pA/cm^2}$.

| $W$ (µm) | $S=0$ | $S=D/L$ | $S=10^4$ cm/s | ohmic |
|---|---|---|---|---|
| 5 | 0.200 | 4.005 | 13.52 | 80.18 |
| 20 | 0.791 | 4.005 | 9.395 | 20.29 |
| 100 | 3.051 | 4.005 | 4.713 | 5.259 |
| 300 | 3.986 | 4.005 | 4.017 | 4.025 |

The columns on either side of $S=D/L$ change with thickness in opposite directions, as (14) requires. At $300\ \mathrm{\mu m}$ the whole range of surface conditions changes the current by about 0.5% either way from the long-base value.

Direct numerical solution of (4) with the boundary conditions, for twenty combinations of thickness and surface velocity, agrees with (9) and (10) to a largest relative difference of $1.1\times10^{-7}$. This tests the solution of the model, not the model's assumptions. Two of those can be assessed with the same parameters. The linear rate differs from (3) by a relative $2\times10^{-6}$. For an assumed exit velocity $v=10^7\ \mathrm{cm/s}$, the value $v_d=5864\ \mathrm{cm/s}$ reduces the saturated current by 0.06%.

For the midgap traps of (3), the omitted depletion-region current is much larger. Where both carrier densities are negligible, (3) gives $U=-n_i/(2\tau)$. A depletion region of width $d$ in this state contributes

$$J_{\rm dep}=\frac{q\,n_i\,d}{2\tau}. \tag{20}$$

For an assumed $d=1\ \mathrm{\mu m}$ and the same $\tau$, this is $2.0\times10^4\ \mathrm{pA/cm^2}$, about 2100 times $J_0$. The width $d$ is narrower than the full depletion width and grows with bias. For an abrupt junction with $N_D=10^{19}\ \mathrm{cm^{-3}}$, relative permittivity 11.7 and flat quasi-Fermi levels, $d=1\ \mathrm{\mu m}$ corresponds to about $11\ \mathrm V$. At $0.10\ \mathrm V$ the effective $d$ is about $0.04\ \mathrm{\mu m}$ and the ratio about 90. With midgap traps, (9) thus describes a small component of the total dark current, and improving the back surface would hardly change that total. This conclusion depends on the trap level. A trap displaced by $\Delta E$ from midgap divides (20) by $\cosh(\Delta E/kT)$, while the base lifetime is almost unchanged as long as $n_i\cosh(\Delta E/kT)\ll N_A$. For $\Delta E=0.2\ \mathrm{eV}$ and $d=1\ \mathrm{\mu m}$ the ratio falls from 2100 to about 2. The balance depends on $n_i$, because $J_0\propto n_i^2$ while $J_{\rm dep}\propto n_i$. With midgap traps and the other parameters fixed, including $d=1\ \mathrm{\mu m}$ (a lower bias or an off-midgap trap lowers the crossover), the two are equal at $n_i=2.1\times10^{13}\ \mathrm{cm^{-3}}$. Above that value, as long as $n_i\ll N_A$ still holds, electron diffusion is the larger of the two. The thickness and back surface of the base then matter for the total dark current, unless another contribution, such as the diffusion current of the n side, dominates it. The full set of values is in the numerical output below.

## Calculated quantities

```
Temperature: 300 K
Intrinsic density ni: 1.0e+10 cm^-3
Acceptor density NA: 1.0e+16 cm^-3
Electron diffusivity D: 25.0 cm^2/s
Electron lifetime tau: 4.0 us
Neutral base width W: 20.0 um
Back-surface velocity S: 1.0e+04 cm/s
Equilibrium electron density n0: 1.000e+04 cm^-3
Diffusion length L: 100.00 um
w = W/L: 0.2000 (dimensionless)
s = S L/D: 4.0000 (dimensionless)
tanh w: 0.19738 (dimensionless)
Factor F: 2.34556 (dimensionless)
D/L: 2500.0 cm/s
D/W: 12500.0 cm/s
Diffusion velocity D F/L: 5863.9 cm/s
J0, long base: 4.0054 pA/cm^2
J0, worked base: 9.3950 pA/cm^2
J0, worked base, converted: 93.950 nA/m^2
J0, worked base, numerical: 9.3950 pA/cm^2
J0, ohmic back: 20.2935 pA/cm^2
J0, reflecting back: 0.7906 pA/cm^2
J0, thin-base formula: 9.3460 pA/cm^2
Bulk part of J0: 0.6179 pA/cm^2
Surface part of J0: 8.7771 pA/cm^2
Surface share: 93.42 %
n(W)/n0 at saturation: 0.45218 (dimensionless)
Thermal voltage kT/q: 25.852 mV
Example reverse voltage: 0.10 V
J_R/J0 at that voltage: 0.97910 (dimensionless)
J_R at that voltage: 9.1987 pA/cm^2
Shortfall from ohmic value: 53.70 %
W for 1% long-base excess, given S: 239.6 um
W for 1% long-base excess, ohmic: 265.2 um
S for 1% ohmic shortfall, given W: 1.205e+06 cm/s
Assumed edge exit velocity: 1.0e+07 cm/s
Current reduction by finite exit velocity: 0.0586 %
Assumed depletion width: 1.0 um
Depletion-generation current: 20027.2 pA/cm^2
Depletion/diffusion current ratio: 2131.7
ni at which the two are equal: 2.132e+13 cm^-3
Largest linear-rate relative error: 2.00e-06
Largest relative error of J0 formula: 1.06e-07
J0 in pA/cm^2 for S = 0, D/L, 1e4 cm/s, infinity:
W = 5 um: 0.2001, 4.0054, 13.5201, 80.1756
W = 20 um: 0.7906, 4.0054, 9.3950, 20.2935
W = 100 um: 3.0505, 4.0054, 4.7134, 5.2593
W = 300 um: 3.9856, 4.0054, 4.0174, 4.0253
```
